# Avalanche-to-streamer transition: estimating the Meek exponent

## Problem

One electron leaves the cathode of a plane gap of length $d$, filled with gas at pressure $p$, in a uniform applied field $E_0$. It multiplies by impact ionization. A streamer is expected when the avalanche's own charge distorts the applied field strongly.

(a) Assume that the electron cloud spreads by diffusion alone. Find the exponent $K=\alpha d$ at which the cloud's largest own field equals $E_0$, where $\alpha$ is the net ionization coefficient.

(b) Evaluate $K$ and the threshold field for $d=1$ cm and $p=760$ Torr, and for several other gaps. Explain why $K$ lies near 18 to 20 for gaps of about a centimetre.

(c) Decide whether neglecting the cloud's self-repulsion and the positive ions is justified, and say what the exponent then means.

Use the model gas

$$\alpha=\alpha_i-\eta,\qquad \alpha_i=pA\,e^{-Bp/E},$$

with $A=9$ /(cm Torr), $B=260$ V/(cm Torr) and attachment $\eta/p=0.006$ /(cm Torr). The ratio of diffusion coefficient to mobility is $U=D/\mu=2$ V, and $\mu=450$ cm²/Vs. These are round values in the rough regime of atmospheric air.

## Solution

**The electron cloud.** Let $x$ point from cathode to anode, and count a field as positive when it pushes electrons along $+x$. With drift speed $v=\mu E_0$, the mean electron density obeys

$$\frac{\partial n}{\partial t}+v\frac{\partial n}{\partial x}=D\nabla^2n+\alpha v\,n .$$

Write $n=e^{\alpha vt}f$. The time derivative of the exponential cancels the growth term. In the frame moving with speed $v$, $f$ then obeys the diffusion equation, whose solution for a point start is a Gaussian. With $r$ the distance from the moving centre,

$$n=\frac{N}{\pi^{3/2}s^3}e^{-r^2/s^2},\qquad N=e^{\alpha vt},\qquad s^2=4Dt .$$

The centre reaches the anode at $t=d/(\mu E_0)$, when

$$N=e^{\alpha d},\qquad s^2=\frac{4Ud}{E_0}.$$

**Its field.** The number of electrons within radius $r=us$ is

$$N\frac{4}{\sqrt\pi}\int_0^u q^2e^{-q^2}dq .$$

Integrating by parts, with $q\,e^{-q^2}$ as the factor to be integrated, gives

$$\int_0^u q^2e^{-q^2}dq=-\frac u2e^{-u^2}+\frac{\sqrt\pi}{4}\,\mathrm{erf}\,u .$$

Gauss's law then gives the outward push on an electron:

$$E'(r)=\frac{cN}{s^2}h(u),\qquad h(u)=\frac{\mathrm{erf}\,u-2ue^{-u^2}/\sqrt\pi}{u^2},\qquad c=\frac{e}{4\pi\varepsilon_0}.$$

The function $h$ rises linearly from zero and falls as $1/u^2$ at large $u$. Numerically its maximum is $g=0.428$, at $u=0.968$.

**The criterion.** Set the largest own field equal to $E_0$ and insert $s^2$:

$$E_0=\frac{gcN}{s^2}=\frac{gcN E_0}{4Ud}.$$

The applied field cancels: a stronger field leaves less time for spreading, in the same proportion as it raises the field to be matched. Hence

$$N=\frac{4Ud}{gc},\qquad \boxed{K=\ln\frac{4Ud}{gc}=\ln\frac{16\pi\varepsilon_0Ud}{ge}} .$$

If only the electron charge is counted, the field at the two peaks on the axis is then $2E_0$ ahead of the centre and zero behind it.

**Numbers for 1 cm.** With $c=1.440\times10^{-7}$ V cm,

$$N=\frac{4(2)(1)}{(0.428)(1.440\times10^{-7})}=1.30\times10^8,\qquad K=18.7 .$$

The gas enters through $\alpha(E_0)\,d=K$. The root is $E_0=34.8$ kV/cm, where $\alpha_i=23.2$ /cm and $\eta=4.6$ /cm, so that $\alpha=18.7$ /cm. The transit takes 64 ns and the cloud radius is $s=152$ µm.

As a test of the Gaussian result, the radial transport equation was integrated without repulsion from a ball of radius 20 µm. At this field it gave a peak own field of $0.994E_0$ at the anode, against the expected $E_0$.

**Other gaps.** Pressure and $U$ are held fixed:

| $d$ (cm) | $K$ | $E_0$ (kV/cm) | $E_0d$ (kV) |
|---:|---:|---:|---:|
| 0.1 | 16.4 | 53.3 | 5.3 |
| 0.5 | 18.0 | 38.5 | 19.3 |
| 1 | 18.7 | 34.8 | 34.8 |
| 3 | 19.8 | 30.8 | 92.4 |
| 10 | 21.0 | 28.5 | 285 |

A tenfold change of $Ud$ changes $K$ by $\ln10=2.3$. For $U=2$ V, the range from 18 to 20 covers gaps from 0.51 to 3.7 cm. A value near 18 to 20 thus reflects the size of $e/\varepsilon_0$, an electron energy scale of a few eV and a length near a centimetre. It is not a universal constant. If $p$ is multiplied by $\lambda$ and $d$ divided by $\lambda$ at fixed $E_0/p$, then $\alpha d$ stays the same in this model while the required $K$ falls by $\ln\lambda$, provided that $U$ depends on $E_0/p$ alone.

**Above threshold.** The transition can then occur inside the gap, at a distance $x$ that satisfies $e^{\alpha x}=4Ux/(gc)$. Multiplying by $-\alpha e^{-\alpha x}gc/(4U)$ gives

$$(-\alpha x)e^{-\alpha x}=-\frac{\alpha gc}{4U},\qquad x=-\frac1\alpha W_{-1}\!\left(-\frac{\alpha gc}{4U}\right),$$

where $W_{-1}$ is the Lambert branch with values below $-1$. The other branch gives a tiny $x$ with $N\approx1$, where a single electron would be acting on itself, and is discarded. At 40 kV/cm, $\alpha=44.4$ /cm and $x=0.40$ cm. The exponent is 17.8, lower than before because the path is shorter.

**Why the field is insensitive to $K$.** Take the logarithm of $\alpha(E_0)d=K$ and vary $K$ at fixed $d$:

$$S\,\frac{\delta E_0}{E_0}=\frac{\delta K}{K},\qquad S=\frac{d\ln\alpha}{d\ln E}=\frac{\alpha_i}{\alpha}\frac{Bp}{E_0}.$$

For the 1 cm gap $S=7.07$. Raising $K$ by 2 should raise the field by $2/(18.7\times7.07)=1.5\%$, and solving the threshold equation again also gives 1.5%. A factor $e^2\approx7$ in the critical electron number is thus almost invisible in the threshold voltage.

## Is diffusion alone enough?

**Self-repulsion.** In the moving frame $f$ also drifts outward with velocity $\mu\mathbf E'$. Multiply its continuity equation by $r^2$ and integrate by parts:

$$\frac{d\langle r^2\rangle}{dt}=6D+2\mu\langle\mathbf r\cdot\mathbf E'\rangle .$$

The average is a sum over pairs. Exchanging the members of a pair and taking half the sum turns $\mathbf r_1\cdot(\mathbf r_1-\mathbf r_2)/|\mathbf r_1-\mathbf r_2|^3$ into $1/(2|\mathbf r_1-\mathbf r_2|)$. If the cloud stays Gaussian, the pair separation is Gaussian with width $\sqrt2\,s$, and its mean inverse is $2/(\sqrt{2\pi}\,s)$. Thus $\langle\mathbf r\cdot\mathbf E'\rangle=cN/(\sqrt{2\pi}\,s)$. With $\langle r^2\rangle=3s^2/2$ and $dx=\mu E_0\,dt$,

$$\frac{ds^2}{dx}=\frac{4U}{E_0}+\frac43\,\frac{cN}{\sqrt{2\pi}\,sE_0}.$$

To judge the second term, integrate it with $s$ held at its final diffusive value. Since $N$ grows as $e^{\alpha x}$, the integral is the final value divided by $\alpha$. Using $cN=E_0s^2/g$ at equality and dividing by $s^2$, the relative increase of $s^2$ is

$$\frac{4}{3g\sqrt{2\pi}}\,\frac1{\alpha s}=\frac{1.24}{\alpha s}.$$

Here $\alpha s=0.283$, so the estimated increase is 4.4 times the diffusive $s^2$. This is too high, because a cloud that widens repels itself less, but it shows that repulsion is not a small correction.

Integrating the full radial profile with repulsion, but without ions, gives an own field of only $0.23E_0$ at $K=18.7$. Locally that is already a strong distortion: at the peak ahead, where the total field is $1.23E_0$, the net ionization coefficient is 3.3 times its undisturbed value. At the rear peak the total field is only $0.77E_0$, where net ionization has practically stopped. Averaged over all electrons of this profile, the net coefficient rises by only about a quarter, and the growth rate, which also carries the local drift speed, by about a third. In this ion-free model of the gap, the exponent $K$ therefore marks the onset of strong local feedback at the front of the cloud, not equality of the two fields.

**The repulsion limit.** Consider a uniform ball of radius $R$ with diffusion neglected. Its edge moves as $dR/dx=cN/(R^2E_0)$. For $N\gg1$ and a negligible initial radius, integration gives

$$\frac{R^3}{3}=\frac{cN}{\alpha E_0},\qquad \frac{cN}{R^2}=\frac{\alpha R}{3}E_0 .$$

The edge field equals $E_0$ when

$$R=\frac3\alpha,\qquad N=\frac{9E_0}{c\alpha^2}.$$

The Gaussian equation with both terms reaches equality at the anode for $E_0=35.6$ kV/cm and $\alpha d=22.2$; the ball formula at that field gives 22.2 as well. The full radial profile gives a peak own field of $0.94E_0$ there, so the Gaussian assumption overstates the peak own field by about $0.06E_0$. The threshold field is 2.5% above the diffusion estimate. These figures hold $\alpha$ at its undisturbed value. That is inconsistent by this stage: in the total field of this profile, the average of the net coefficient over the electrons would be about four times as large, and that of the growth rate nearly seven times. The exponent 22 belongs to this restricted model and is not a better prediction of streamer onset.

**Ions.** Each net ionization leaves one net positive charge behind, so the trail has line density $\alpha e^{\alpha x}$ and extends back over about $1/\alpha=535$ µm. In the diffusion picture it lowers the largest own field ahead of the cloud from $E_0$ to $0.68E_0$. Restoring equality ahead of the cloud at fixed $\alpha$ and $s$ needs $-\ln0.675=0.39$ more in $K$. At the rear peak the ions reinforce the electrons' opposing field, and the total field there is $-0.15E_0$, slightly reversed. The largest space-charge field on the axis now lies behind the centre, about $1.17E_0$ near $0.75s$. Applied there, the criterion would lower $K$ by 0.16, so the sign of the ion shift depends on which side is judged. During the last $e$-fold of growth ions of mobility 2 cm²/Vs drift 2.4 µm, so treating them as fixed is sound.

Diffusion dominates repulsion when $\alpha s\gg1$, but the ions then overlap the electron cloud. When $\alpha s\ll1$ the ions lie mostly behind it, but repulsion dominates. The boxed formula therefore has no regime in which both omissions are safe. It fixes a scale for $N$, and the logarithm makes that scale useful.

**Smaller shifts.** A metal anode adds an image field. As long as the anode has not yet absorbed an appreciable part of the Gaussian cloud, own and image fields are each at most $gcN/s^2$, so the electron field at most doubles and $K$ falls by at most $\ln2=0.69$. Once part of the cloud has been absorbed, this bound no longer applies, and the boxed case is of that kind: with the centre on the anode, half the cloud is gone. For the remaining half and its image, ions left out, the axial field at the anode is $2.34\,gcN/s^2$, which lowers $K$ by 0.85. If longitudinal diffusion is half the transverse value, $K$ falls by 0.30 at fixed transverse width.

## Comparison with real air gaps

The breakdown field of a 1 cm gap in atmospheric air is roughly 30 kV/cm, so the model's 34.8 kV/cm is somewhat high. The round ionization and attachment coefficients limit the accuracy. Halving $U$ would lower $K$ by 0.69 and the field by only about 0.5%.

A real gap also breaks the assumption of a single avalanche, because positive ions can release electrons at the cathode. One avalanche makes $\int_0^d\alpha_ie^{\alpha x}dx=(\alpha_i/\alpha)(e^{\alpha d}-1)$ positive ions. If each releases $\gamma$ electrons on average, the discharge sustains itself when

$$\gamma\,\frac{\alpha_i}{\alpha}\left(e^{\alpha d}-1\right)=1 .$$

For an assumed $\gamma=10^{-5}$ this needs an exponent of only 11.2 and a field of 32.5 kV/cm, 6% below the streamer estimate. This route is slow: at that field an ion crosses the gap in about 15 µs, against about 68 ns for the electrons. The streamer estimate is thus a threshold for a single avalanche, and a steady voltage may break the gap down at a lower field.

The criterion is also not sufficient. A front that advances toward the cathode, against the electron drift, needs free electrons ahead of it, for example from photoionization, and nothing in the field balance supplies them. Electrode protrusions, which strengthen the field locally, and fluctuations of avalanche size are left out as well. The numerical output below lists the main values used here.

## Computed values

```
pressure 760 Torr, temperature 293 K, gap 1.0 cm
A 9.0 /(cm Torr), B 260 V/(cm Torr), attachment 0.006 /(cm Torr)
U = D/mu 2.0 V, electron mobility 450 cm2/Vs, ion mobility 2.0 cm2/Vs
e/(4 pi eps0) = 1.4400e-07 V cm
field shape: peak at r/s = 0.9679, g = 0.4280
zero-net-growth field 27.02 kV/cm
-- diffusion-limited criterion
K = 18.68, electrons N = 1.298e+08
threshold field 34.76 kV/cm, voltage 34.76 kV, E/n 139 Td
ionization 23.24 /cm, attachment 4.56 /cm, net alpha 18.68 /cm
head radius s 152 um, 1/alpha 535 um, alpha*s 0.283
transit time 63.9 ns
transport run without repulsion: peak own field/E0 = 0.9935
-- other gaps at the same pressure
gap  0.1 cm: K 16.38, field 53.34 kV/cm
gap  0.5 cm: K 17.99, field 38.53 kV/cm
gap  1.0 cm: K 18.68, field 34.76 kV/cm
gap  3.0 cm: K 19.78, field 30.78 kV/cm
gap 10.0 cm: K 20.98, field 28.49 kV/cm
K = 18 at gap 0.51 cm, K = 20 at gap 3.74 cm
-- overvoltage
at 40 kV/cm: alpha 44.38 /cm, critical length 0.400 cm, exponent 17.77
-- stability of the field
S = dln(alpha)/dln(E) = 7.07
K + 2 raises field by 1.47 % (linear 1.51 %)
-- self-repulsion (ions left out)
at K: own field/E0 = 0.226, alpha there up by factor 3.30
full equality: exponent 22.15, N 4.17e+09, field 35.63 kV/cm
field rise over threshold 2.51 %
head radius s 849 um, ball radius 3/alpha 1354 um, ball exponent 22.24
full radial profile: peak own field/applied = 0.939
-- other neglected effects
ion trail: largest net own field ahead 0.675 E0, K shift +0.39
total field behind head at r/s = 0.97: -0.151 E0
anode image: field factor 2.000, K shift -0.69 at most
D_L/D_T = 0.5: K shift -0.30
ion drift during last e-fold 2.38 um
cathode feedback, gamma 1e-05: exponent 11.17, field 32.53 kV/cm
```
